# Integer Chern numbers from two smooth gauges and from vortex counts: a program that tests the result

```python
"""
Result under test: for an isolated band with periodic Bloch vector u(k1,k2),
    C = (1/2pi) * integral of Omega = n_middle - n_outer = -(sum of vortices of <w|u>)
Omega    : Berry curvature d1 A2 - d2 A1, with A = i<u|grad u>
n_middle : winding of the phase chi in u_II = exp(i chi) u_I on the middle seam
n_outer  : the same on the outer seam, where the zone closes on itself
w        : any fixed vector for which <w|u> has isolated zeros
Model: square lattice, flux 1/3 per plaquette, three sites per magnetic cell,
k1 = 3 a kx and k2 = a ky. Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy.optimize import fsolve

HOP = 1.0
SPACING = 5.0
SEAM = 1.0
TWO_PI = 2 * np.pi
CLEAN = np.zeros(3)


def diagonal(k2, onsite, m):
    return onsite[m] - 2 * HOP * np.cos(k2 + TWO_PI * m / 3)


def hamiltonian(k1, k2, onsite):
    k1, k2 = np.broadcast_arrays(np.asarray(k1, float), np.asarray(k2, float))
    h = np.zeros(k1.shape + (3, 3), complex)
    for m in range(3):
        h[..., m, m] = diagonal(k2, onsite, m)
    for i, j in ((0, 1), (1, 0), (1, 2), (2, 1)):
        h[..., i, j] = -HOP
    h[..., 2, 0] = -HOP * np.exp(1j * k1)
    h[..., 0, 2] = -HOP * np.exp(-1j * k1)
    return h


def bloch(k1, k2, band, onsite):
    return np.linalg.eigh(hamiltonian(k1, k2, onsite))[1][..., :, band]


def curvature(k1, k2, band, onsite):
    """Sum over the other bands; needs no smooth gauge."""
    k1, k2 = np.broadcast_arrays(np.asarray(k1, float), np.asarray(k2, float))
    energy, vec = np.linalg.eigh(hamiltonian(k1, k2, onsite))
    dh1 = np.zeros_like(vec)
    dh2 = np.zeros_like(vec)
    dh1[..., 2, 0] = -1j * HOP * np.exp(1j * k1)
    dh1[..., 0, 2] = 1j * HOP * np.exp(-1j * k1)
    for m in range(3):
        dh2[..., m, m] = 2 * HOP * np.sin(k2 + TWO_PI * m / 3)
    bra = np.conj(np.swapaxes(vec, -1, -2))
    m1, m2 = bra @ dh1 @ vec, bra @ dh2 @ vec
    total = np.zeros(k1.shape)
    for m in range(3):
        if m != band:
            gap = energy[..., band] - energy[..., m]
            total = total - 2 * np.imag(m1[..., band, m] * m2[..., m, band]) / gap**2
    return total


def cylinder_flux(start, band, onsite):
    """Integral of the curvature over start < k1 < start + pi, all k2."""
    x, weight = np.polynomial.legendre.leggauss(48)
    k1 = start + np.pi * (x + 1) / 2
    k2 = TWO_PI * np.arange(96) / 96
    omega = curvature(k1[:, None], k2[None, :], band, onsite)
    return np.pi / 2 * np.sum(weight * omega.mean(axis=1)) * TWO_PI


def unit_phase(z):
    return z / np.abs(z)


def cylinder_gauge(start, band, onsite, steps1, steps2):
    """Periodic gauge on the first ring, then parallel transport along k1."""
    k1 = start + np.pi * np.arange(steps1 + 1) / steps1
    k2 = TWO_PI * np.arange(steps2) / steps2
    u = bloch(k1[:, None], k2[None, :], band, onsite)
    for j in range(1, steps2):
        u[0, j] *= unit_phase(np.vdot(u[0, j], u[0, j - 1]))
    theta = np.angle(np.vdot(u[0, 0], u[0, -1]))
    u[0] *= np.exp(-1j * theta * np.arange(steps2) / steps2)[:, None]
    for i in range(1, steps1 + 1):
        overlap = np.sum(np.conj(u[i]) * u[i - 1], axis=1)
        u[i] *= unit_phase(overlap)[:, None]
    return u


def largest_step(u):
    along1 = np.linalg.norm(u[1:] - u[:-1], axis=-1).max()
    along2 = np.linalg.norm(np.roll(u, -1, axis=1) - u, axis=-1).max()
    return max(along1, along2)


def circulation(ring):
    return -np.sum(np.angle(np.sum(np.conj(ring) * np.roll(ring, -1, axis=0), axis=1)))


def winding(z):
    return int(round(np.sum(np.angle(np.roll(z, -1) / z)) / TWO_PI))


def find_vortices(w, band, onsite, n=60):
    """Zeros of <w|u>: seeds from grid cells, root search, winding on a small circle."""
    h = TWO_PI / n
    k1, k2 = (np.arange(n) + 0.37) * h, (np.arange(n) + 0.41) * h
    u = bloch(k1[:, None], k2[None, :], band, onsite)
    values = []
    for shift in ((0, 0), (-1, 0), (-1, -1), (0, -1)):
        corner = np.roll(u, shift, axis=(0, 1))
        values.append((corner @ np.conj(w)) * np.sum(np.conj(corner) * u, axis=-1))
    turn = sum(np.angle(values[(c + 1) % 4] / values[c]) for c in range(4)) / TWO_PI
    found = []
    for i, j in np.argwhere(np.abs(turn) > 0.5):
        seed = np.array([k1[i] + h / 2, k2[j] + h / 2])
        reference = bloch(seed[0], seed[1], band, onsite)

        def overlap(p1, p2):
            v = bloch(p1, p2, band, onsite)
            return (v @ np.conj(w)) * (np.conj(v) @ reference)

        def real_pair(k):
            z = overlap(k[0], k[1])
            return [z.real, z.imag]

        root = fsolve(real_pair, seed, xtol=1e-12)
        assert np.hypot(*real_pair(root)) < 1e-9
        assert np.linalg.norm(root - seed) < 2 * h
        angle = TWO_PI * np.arange(48) / 48
        charge = winding(overlap(root[0] + 0.02 * np.cos(angle),
                                 root[1] + 0.02 * np.sin(angle)))
        assert charge == int(round(turn[i, j]))
        place = np.round((root + 1) % TWO_PI - 1, 7) + 0.0
        found.append((float(place[0]), float(place[1]), charge))
    return sorted(found)


def charge_sum(vortices):
    return sum(v[2] for v in vortices)


names = ("lower", "middle", "upper")
general = np.array([1.0, 0.5j, -0.7])
general = general / np.linalg.norm(general)
probes = [("component 0", np.eye(3)[0]), ("component 1", np.eye(3)[1]),
          ("component 2", np.eye(3)[2]), ("general w", general)]

print(f"hopping t = {HOP:.1f} eV, spacing a = {SPACING:.1f} angstrom, flux per plaquette = 1/3")
print(f"seams at k1 = {SEAM:.4f} and {SEAM + np.pi:.4f} rad")
print("general w =", np.array2string(general, precision=4))

# The bands must be isolated.
mesh = TWO_PI * np.arange(120) / 120
levels = np.linalg.eigvalsh(hamiltonian(mesh[:, None], mesh[None, :], CLEAN))
assert np.min(np.diff(levels, axis=-1)) > 0.5
for b in range(3):
    print(f"{names[b]} band: {levels[..., b].min():.4f} to {levels[..., b].max():.4f} eV")

# Curvature against the Berry phase of a small square loop.
side, centre = 2e-3, np.array([0.7, 1.9])
square = centre + side / 2 * np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
for b in range(3):
    loop = bloch(square[:, 0], square[:, 1], b, CLEAN)
    assert abs(circulation(loop) / side**2 - curvature(*centre, b, CLEAN)) < 1e-4

chern = []
for b in range(3):
    starts = (SEAM, SEAM + np.pi)
    flux = [cylinder_flux(s, b, CLEAN) for s in starts]
    gauge = [cylinder_gauge(s, b, CLEAN, 100, 400) for s in starts]
    coarse = [cylinder_gauge(s, b, CLEAN, 50, 200) for s in starts]
    for fine_u, coarse_u in zip(gauge, coarse):
        # A smooth gauge has neighbour steps proportional to the mesh width.
        assert abs(largest_step(coarse_u) / largest_step(fine_u) - 2) < 0.1
    edges = [(circulation(g[0]), circulation(g[-1])) for g in gauge]
    for f, (left, right) in zip(flux, edges):
        assert abs(f - (right - left)) < 5e-3  # mesh error of the circulations
    n_middle = winding(np.sum(np.conj(gauge[0][-1]) * gauge[1][0], axis=1))
    n_outer = winding(np.sum(np.conj(gauge[0][0]) * gauge[1][-1], axis=1))
    integral = sum(flux) / TWO_PI
    assert abs(integral - (n_middle - n_outer)) < 1e-8
    chern.append(n_middle - n_outer)
    print(f"{names[b]} band: curvature integral/2pi = {integral:.8f}, "
          f"n_middle = {n_middle}, n_outer = {n_outer}")
    for label, w in probes:
        vortices = find_vortices(w, b, CLEAN)
        assert charge_sum(vortices) == -chern[b]
        for c in range(2):
            inside = sum(v[2] for v in vortices
                         if (v[0] - starts[c]) % TWO_PI < np.pi)
            left = winding(gauge[c][0] @ np.conj(w))
            right = winding(gauge[c][-1] @ np.conj(w))
            assert inside == right - left
            if b == 1 and label == "component 0":
                print(f"  cylinder {'I' * (c + 1)}: flux = {flux[c]:.4f}, circulation left = "
                      f"{edges[c][0]:.4f}, right = {edges[c][1]:.4f} rad")
                print(f"    winding of component 0: left = {left}, right = {right}; "
                      f"vortices inside = {inside}")
        if b == 1 or label == "component 0":
            text = "; ".join(f"({v[0]:.4f}, {v[1]:.4f}) {v[2]:+d}" for v in vortices)
            print(f"  {label} zeros (k1, k2 in rad) and winding: {text}")
assert sum(chern) == 0 and any(chern)

# Zeros of component 0 against the conditions from the eigenvalue equation.
shifted = np.array([0.0, 0.4, -0.4])
for title, onsite in (("no site energies", CLEAN), ("small site energies", shifted)):
    count = 0
    print(f"{title} {onsite.tolist()} eV, component 0:")
    for b in range(3):
        vortices = find_vortices(np.eye(3)[0], b, onsite)
        assert charge_sum(vortices) == -chern[b]
        total = sum(cylinder_flux(s, b, onsite) for s in (SEAM, SEAM + np.pi))
        assert abs(total / TWO_PI - chern[b]) < 1e-7
        for p1, p2, charge in vortices:
            count += 1
            energy = np.linalg.eigvalsh(hamiltonian(p1, p2, onsite))[b]
            d1, d2 = diagonal(p2, onsite, 1), diagonal(p2, onsite, 2)
            assert abs(np.sin(p1)) < 1e-5 and abs(d1 - d2) < 1e-5
            assert abs(energy - d1 - HOP * np.cos(p1)) < 1e-5
            print(f"  {names[b]}: ({p1:.4f}, {p2:.4f}) rad, winding {charge:+d}, "
                  f"E = {energy + 0.0:.4f} eV")
    assert count == 4

# Large site energies: no net vorticity.
strong = np.array([0.0, 5.0, -5.0])
strong_levels = np.linalg.eigvalsh(hamiltonian(mesh[:, None], mesh[None, :], strong))
assert np.min(np.diff(strong_levels, axis=-1)) > 0.5
for b in range(3):
    total = sum(cylinder_flux(s, b, strong) for s in (SEAM, SEAM + np.pi)) / TWO_PI
    assert abs(total) < 1e-7
    for m in range(3):
        assert len(find_vortices(np.eye(3)[m], b, strong)) == 0
        lattice = bloch(mesh[:, None], mesh[None, :], b, strong)
        assert np.abs(lattice[..., m]).min() > 1e-3
pair_probe = np.array([1.0, 0.0, 0.2])
pair_probe = pair_probe / np.linalg.norm(pair_probe)
pair = find_vortices(pair_probe, 0, strong)
assert sorted(v[2] for v in pair) == [-1, 1]
print(f"large site energies {strong.tolist()} eV: C = 0 in all bands, no component has zeros")
print("  lower band, w proportional to (1, 0, 0.2): "
      + "; ".join(f"({v[0]:.4f}, {v[1]:.4f}) {v[2]:+d}" for v in pair))

# Curvature of the middle band in physical units.
area_factor = 3 * SPACING**2
omega = area_factor * curvature(mesh[:, None], mesh[None, :], 1, CLEAN)
zone_area = TWO_PI**2 / area_factor
assert abs(omega.mean() * zone_area / TWO_PI - chern[1]) < 1e-8
at_vortex = area_factor * curvature(np.pi, 0.0, 1, CLEAN)
print(f"magnetic zone area = {zone_area:.5f} angstrom^-2")
print(f"middle band curvature: min = {omega.min():.3f}, max = {omega.max():.3f}, "
      f"mean = {omega.mean():.3f} angstrom^2")
print(f"middle band curvature at (pi, 0) = {float(at_vortex):.3f} angstrom^2")
print("checks complete")
```

Running it gives:

```
hopping t = 1.0 eV, spacing a = 5.0 angstrom, flux per plaquette = 1/3
seams at k1 = 1.0000 and 4.1416 rad
general w = [ 0.7581+0.j     0.    +0.379j -0.5307+0.j   ]
lower band: -2.7321 to -2.0000 eV
middle band: -0.7321 to 0.7321 eV
upper band: 2.0000 to 2.7321 eV
lower band: curvature integral/2pi = 1.00000000, n_middle = 1, n_outer = 0
  component 0 zeros (k1, k2 in rad) and winding: (3.1416, 3.1416) -1
middle band: curvature integral/2pi = -2.00000000, n_middle = -1, n_outer = 1
  cylinder I: flux = -6.2832, circulation left = 0.8934, right = -5.3898 rad
    winding of component 0: left = 0, right = 1; vortices inside = 1
  cylinder II: flux = -6.2832, circulation left = 0.8934, right = -5.3898 rad
    winding of component 0: left = 0, right = 1; vortices inside = 1
  component 0 zeros (k1, k2 in rad) and winding: (0.0000, 3.1416) +1; (3.1416, 0.0000) +1
  component 1 zeros (k1, k2 in rad) and winding: (0.0000, 1.0472) +1; (3.1416, 4.1888) +1
  component 2 zeros (k1, k2 in rad) and winding: (0.0000, 5.2360) +1; (3.1416, 2.0944) +1
  general w zeros (k1, k2 in rad) and winding: (0.2843, 4.0590) +1; (2.8573, 0.9174) +1
upper band: curvature integral/2pi = 1.00000000, n_middle = 0, n_outer = -1
  component 0 zeros (k1, k2 in rad) and winding: (0.0000, 0.0000) -1
no site energies [0.0, 0.0, 0.0] eV, component 0:
  lower: (3.1416, 3.1416) rad, winding -1, E = -2.0000 eV
  middle: (0.0000, 3.1416) rad, winding +1, E = 0.0000 eV
  middle: (3.1416, 0.0000) rad, winding +1, E = 0.0000 eV
  upper: (0.0000, 0.0000) rad, winding -1, E = 2.0000 eV
small site energies [0.0, 0.4, -0.4] eV, component 0:
  lower: (3.1416, 3.3746) rad, winding -1, E = -1.9730 eV
  middle: (0.0000, 3.3746) rad, winding +1, E = 0.0270 eV
  middle: (3.1416, -0.2330) rad, winding +1, E = -0.0270 eV
  upper: (0.0000, -0.2330) rad, winding -1, E = 1.9730 eV
large site energies [0.0, 5.0, -5.0] eV: C = 0 in all bands, no component has zeros
  lower band, w proportional to (1, 0, 0.2): (3.1416, 0.8816) -1; (3.1416, 4.4482) +1
magnetic zone area = 0.52638 angstrom^-2
middle band curvature: min = -127.452, max = 1.341, mean = -23.873 angstrom^2
middle band curvature at (pi, 0) = 0.000 angstrom^2
checks complete
```
